# Combined electron and hole Stark shift in a germanium well

**Question**

I have a germanium quantum well of width $L=10$ nm in a field $F=50$ kV/cm along the growth direction. The supplied confinement masses are $0.04\,m_0$ for the electron and $0.30\,m_0$ for the hole. I am to find the combined Stark red shift of the lowest direct transition, neglecting the exciton and any penetration into the barriers.

I am stuck on three things. The first-order shift vanishes, and the second-order one is an infinite sum that I cannot close. The charges are opposite, so why don't the two shifts cancel? And the potential drop across the well is 50 meV, while the hole's confinement energy is only about 12.5 meV. Can I use perturbation theory at all?

**Answer**

The shifts add. The second-order sum has a closed form, which is good for the electron and about 3% too large for the hole. The same model can also be solved without expanding in the field, which settles your third point.

**Why the shifts add**

Put $z=0$ at the well centre, let $e>0$, and let the field point along $+z$. The electrostatic potential is $-Fz$, so the electron has potential energy $+eFz$ and the hole has $-eFz$. With hole energies counted as positive for confinement, the transition energy is

$$\hbar\omega=E_g+E_e(F)+E_h(F).$$

Moving the zero of potential to $z_0$ adds $-eFz_0$ to the electron level and $+eFz_0$ to the hole level, so the sum is unaffected. With the zero at the centre, the reflection $z\to-z$ turns the hole's potential into the electron's form without changing the walls. The sign of the charge therefore has no effect on the level, and one calculation serves both carriers.

The ground level of each carrier also moves down (the higher levels need not: here the second and third levels rise). The zero-field ground state, used as a trial function in the field, has $\langle z\rangle=0$ and so gives the zero-field energy. By the variational principle the true ground level cannot lie higher.

**Scaled equation**

I take parabolic bands, impenetrable walls and a uniform field. With $x=z/L$,

$$\mathcal E=\frac{\hbar^2}{mL^2},\qquad f=\frac{eFL}{\mathcal E},\qquad E=\mathcal E\,\varepsilon,$$

division of the Schrödinger equation by $\mathcal E$ gives

$$-\tfrac12\psi''+fx\,\psi=\varepsilon\psi,\qquad \psi(\pm\tfrac12)=0 .$$

At $f=0$ the normalized ground state is $\psi_0=\sqrt2\cos\pi x$, with $\varepsilon=\pi^2/2$.

**Closing the second-order sum**

Instead of summing over states, solve for the first-order change $\psi_1$ of the wave function. The first-order energy $\langle\psi_0|fx|\psi_0\rangle$ is zero because the integrand is odd. The terms linear in $f$ are then

$$-\tfrac12\psi_1''-\tfrac{\pi^2}{2}\psi_1=-fx\psi_0
\quad\Rightarrow\quad
\psi_1''+\pi^2\psi_1=2fx\psi_0 .$$

The right side is odd, so try

$$\psi_1=\sqrt2 f\,[\,a\,x\cos\pi x+b\,x^2\sin\pi x+c\sin\pi x\,].$$

The derivatives needed are

$$(x\cos\pi x)''+\pi^2x\cos\pi x=-2\pi\sin\pi x,$$

$$(x^2\sin\pi x)''+\pi^2x^2\sin\pi x=2\sin\pi x+4\pi x\cos\pi x,$$

and the $c$ term drops out. Matching $x\cos\pi x$ gives $4\pi b=2$, so $b=1/(2\pi)$. Matching $\sin\pi x$ gives $2b-2\pi a=0$, so $a=1/(2\pi^2)$. At $x=\frac12$ the cosine vanishes and the sine is 1, so the wall requires $b/4+c=0$, or $c=-1/(8\pi)$. The other wall follows because $\psi_1$ is odd. Hence

$$\psi_1=\sqrt2 f\left[\frac{x\cos\pi x}{2\pi^2}+\frac{(x^2-\frac14)\sin\pi x}{2\pi}\right].$$

The terms quadratic in $f$ are $(-\frac12\frac{d^2}{dx^2}-\frac{\pi^2}{2})\psi_2=\varepsilon_2\psi_0-fx\psi_1$. Projected on $\psi_0$, the left side vanishes, since the operator is Hermitian for functions that are zero at the walls and it annihilates $\psi_0$. This leaves

$$\varepsilon_2=\langle\psi_0|fx|\psi_1\rangle=f^2\left[\frac{I_1}{\pi^2}+\frac{I_2}{\pi}\right],$$

with, over $-\frac12\le x\le\frac12$,

$$I_1=\int x^2\cos^2\pi x\,dx,\qquad I_2=\int x(x^2-\tfrac14)\sin\pi x\cos\pi x\,dx .$$

Both reduce to $J=\int x\sin2\pi x\,dx=1/(2\pi)$, which follows from one integration by parts.

For $I_1$, write $\cos^2\pi x=\frac12(1+\cos2\pi x)$. The constant part gives $1/24$. Integration by parts gives $\int x^2\cos2\pi x\,dx=-J/\pi=-1/(2\pi^2)$. So $I_1=\frac1{24}-\frac1{4\pi^2}$.

For $I_2$, write $\sin\pi x\cos\pi x=\frac12\sin2\pi x$ and $g=x^3-x/4$. Integrate by parts twice. The boundary terms vanish, the first because $g(\pm\frac12)=0$ and the second because $\sin(\pm\pi)=0$. With $g''=6x$,

$$I_2=\frac12\left(-\frac{6J}{4\pi^2}\right)=-\frac{3}{8\pi^3}.$$

Therefore

$$\varepsilon_2=f^2\left[\frac1{24\pi^2}-\frac1{4\pi^4}-\frac3{8\pi^4}\right]=-Cf^2,\qquad C=\frac{15-\pi^2}{24\pi^4}\approx0.0021945 .$$

Multiplying by $\mathcal E$ and adding the carriers gives the weak-field red shift, counted positive:

$$R_2=\frac{C\,e^2F^2L^4}{\hbar^2}\,(m_e+m_h).$$

**Second-order numbers**

Here $eFL=50$ meV.

- Electron: $\mathcal E=19.05$ meV and $f=2.625$, so the shift is $0.0021945\times2.625^2\times19.05=0.288$ meV.
- Hole: $\mathcal E=2.540$ meV and $f=19.69$, so the shift is $0.0021945\times19.69^2\times2.540=2.16$ meV.

Together, $R_2=2.45$ meV.

**Is the field weak?**

Comparing 50 meV with 12.5 meV is too pessimistic. What mixes the states is the matrix element of $eFz$, and it must be compared with a level spacing. Between the first two states, $\sqrt2\cos\pi x$ and $\sqrt2\sin2\pi x$,

$$x_{12}=\int x(\sin3\pi x+\sin\pi x)\,dx=-\frac{2}{9\pi^2}+\frac2{\pi^2}=\frac{16}{9\pi^2}\approx0.180 .$$

So $V=eFLx_{12}\approx9.01$ meV. The spacing $\Delta$ is 282 meV for the electron and 37.6 meV for the hole, giving $V/\Delta\approx0.03$ and $0.24$. The electron is safely in the weak-field regime; the hole needs a correction.

Its size can be found by hand. The second state supplies 99.87% of $C$, so keep it, together with the third state, to which it couples. With $\psi_3=\sqrt2\cos3\pi x$,

$$x_{23}=\int x(\sin5\pi x-\sin\pi x)\,dx=\frac{2}{25\pi^2}-\frac{2}{\pi^2}=-\frac{48}{25\pi^2},$$

so $W=eFL|x_{23}|\approx9.73$ meV. States 1 and 3 have the same parity and do not couple. Measured from the zero-field ground level, the levels are $0$, $\Delta$ and $\Delta'=\frac83\Delta$, since energies scale as $n^2$. Let the ground level fall to $-\delta$. With the sign of $\psi_3$ chosen to make the coupling $+W$, the amplitudes obey

$$-\delta c_1=Vc_2,\quad (\Delta+\delta)c_2+Vc_1+Wc_3=0,\quad (\Delta'+\delta)c_3+Wc_2=0 .$$

Eliminating $c_3$ and then $c_2$ gives

$$\delta=\frac{V^2}{\Delta+\delta-\dfrac{W^2}{\Delta'+\delta}} .$$

For the hole, iteration settles at $\delta\approx81.1/(37.6+2.09-0.92)\approx2.09$ meV. As the ground level falls, its distance from the second level grows, which weakens the shift. The third state pushes the second one down and undoes part of that.

**Solution without a field expansion**

Set $\zeta=s(x-\varepsilon/f)$. Then $\psi''=2(fx-\varepsilon)\psi$ becomes

$$s^2\frac{d^2\psi}{d\zeta^2}=\frac{2f}{s}\,\zeta\,\psi ,$$

which is the Airy equation if $s=(2f)^{1/3}$. Its general solution is $\alpha\,\mathrm{Ai}(\zeta)+\beta\,\mathrm{Bi}(\zeta)$. It can vanish at both walls with $\alpha,\beta$ not both zero only if

$$\mathrm{Ai}(\zeta_-)\mathrm{Bi}(\zeta_+)=\mathrm{Ai}(\zeta_+)\mathrm{Bi}(\zeta_-),\qquad \zeta_\pm=s\left(\pm\tfrac12-\frac{\varepsilon}{f}\right).$$

Start the root search at the second-order value $\pi^2/2-Cf^2$, which is about 4.08 for the hole. The root is $\varepsilon=4.10924$, with $\zeta_-=-2.4111$ and $\zeta_+=0.9908$. The two products are

$$(-0.051074)(1.198906)=-0.06123,\qquad(0.136760)(-0.447740)=-0.06123 .$$

The hole's red shift is therefore

$$2.540\ \text{meV}\times(4.93480-4.10924)=2.097\ \text{meV}.$$

For the electron the root is $\varepsilon=4.919693$, and

$$19.05\ \text{meV}\times(4.934802-4.919693)=0.288\ \text{meV}.$$

Diagonalizing the Hamiltonian in a sine basis reproduces both shifts, which also confirms that these roots are the ground levels. The combined red shift is

$$\boxed{R\approx2.38\ \text{meV}=3.82\times10^{-22}\ \text{J}}$$

The second-order estimate is 2.7% above this value, nearly all of it from the hole. The numerical output below lists the intermediate values, with $\mathcal E$ labelled eps0.

**What the carriers do**

For a normalized eigenstate, $d\varepsilon/df=\langle\partial H/\partial f\rangle=\langle x\rangle$, with $H$ the scaled Hamiltonian. In weak field this gives $\langle x\rangle=-2Cf$ for the electron and the opposite sign for the hole. The full solution puts the electron at $-0.12$ nm and the hole at $+0.82$ nm. They move to opposite sides, each towards its own lower potential energy, which is why opposite charges do not give opposite shifts. In second order the potential energy falls by $2Cf^2$ while the total falls by $Cf^2$, so half the gain is spent on extra kinetic energy.

The hole provides 88% of the red shift. Its larger mass brings its levels closer together, so the same field mixes them more strongly.

**Where the formula stops working**

The law $R_2\propto F^2L^4$ cannot continue to large $f$. There $\zeta_+$ becomes large, $\mathrm{Ai}(\zeta_+)/\mathrm{Bi}(\zeta_+)$ tends to zero, and the wall condition reduces to $\mathrm{Ai}(\zeta_-)=0$. If $-a_1$ is the first zero of Ai, then

$$\varepsilon\approx-\frac f2+\frac{a_1f}{s},\qquad \frac fs\propto f^{2/3}.$$

The shift of each carrier then approaches $eFL/2$ to leading order, linear in the field and independent of mass: the carrier sits against one wall. The approach is slow, because the mass-dependent term shrinks only as $f^{-1/3}$ relative to $f/2$. The shift is about 30% of $eFL/2$ at $f=100$ and 64% at $f=1000$. For your hole $f=1000$ would need about 2.5 MV/cm, far above the breakdown field of bulk germanium, which is of order 0.1 MV/cm. Your hole, with $\zeta_+\approx1$, has not reached that limit.

In the weak-field law a 1% error in $L$ changes the shift by 4%, more than the error of second-order theory here, so 2.4 meV is a sensible figure to quote for this model. A real layer can differ from it by much more than these few per cent, because the model omits the field dependence of the exciton binding energy, barrier penetration, band mixing and nonparabolicity. Penetration alone acts roughly like a wider well, and the width enters the weak-field law as its fourth power. As an illustration, with the same mass in well and barrier, a 100 meV barrier raises the hole's shift to about 4.8 meV and a 400 meV barrier raises the electron's to about 1.0 meV. The hole mass matters too: in germanium the heavy-hole mass depends on crystal direction, and the hole's weak-field shift is proportional to it, so the value along your growth direction is the one to use. The Luttinger parameters $\gamma_1=13.38$, $\gamma_2=4.24$, $\gamma_3=5.69$ give $0.20\,m_0$ along [001], $0.38\,m_0$ along [110] and $0.50\,m_0$ along [111]. In the same hard-wall model these give $R\approx1.7$, $2.9$ and $3.6$ meV. Germanium is also an indirect semiconductor: the result is the shift of the direct, zone-centre absorption edge, not of its lowest gap.

## Calculated quantities

```
Well width L = 10.0 nm
Field F = 5.000e+06 V/m
Potential drop energy eFL = 50.000 meV
Second-order coefficient C = 0.00219452
Share of C from first excited state = 0.99868
electron: mass = 0.04 m0
electron: energy scale eps0 = 19.04991 meV
electron: zero-field level = 94.0075 meV
electron: gap to second level = 282.0226 meV
electron: scaled field f = 2.62468
electron: second-order red shift = 0.28800 meV
electron: scaled Airy level eps = 4.9196926
electron: wall arguments = -4.126563, -2.388619
electron: Ai, Bi at left wall = 0.030979, 0.394212
electron: Ai, Bi at right wall = -0.035384, -0.450260
electron: full red shift = 0.28784 meV
electron: second-order excess = 0.056 %
electron: mean position = -0.1151 nm
hole: mass = 0.30 m0
hole: energy scale eps0 = 2.53999 meV
hole: zero-field level = 12.5343 meV
hole: gap to second level = 37.6030 meV
hole: scaled field f = 19.68513
hole: second-order red shift = 2.15997 meV
hole: scaled Airy level eps = 4.1092418
hole: wall arguments = -2.411098, 0.990811
hole: Ai, Bi at left wall = -0.051074, -0.447740
hole: Ai, Bi at right wall = 0.136760, 1.198906
hole: full red shift = 2.09691 meV
hole: second-order excess = 3.007 %
hole: mean position = 0.8153 nm
Combined second-order red shift = 2.4480 meV
Combined full red shift = 2.3847 meV
Combined full red shift = 3.8208e-22 J
Combined second-order excess = 2.651 %
Hole share of full red shift = 87.93 %
```
